\section*{Why free O²⁻ is unbound and how a Watson sphere binds it}

\section{Definitions and the belief}

Let $E(X)$ be the lowest total energy of species $X$, with a fixed oxygen nucleus and no relativistic terms. The two electron affinities of oxygen are
\begin{equation}
A_1=E(\mathrm{O})-E(\mathrm{O^-}),\qquad
A_2=E(\mathrm{O^-})-E(\mathrm{O^{2-}}).
\end{equation}
A positive affinity means that energy is released when the electron is attached. For the second electron it is convenient to use the cost
\begin{equation}
G=-A_2=E(\mathrm{O^{2-}})-E(\mathrm{O^-}).
\end{equation}
A stable free dianion would need $G<0$. In a calculation, $G$ refers to the state and basis actually used, which need not give the lowest possible energy. I write $k=e^2/(4\pi\varepsilon_0)$, so that two elementary charges at distance $r$ have potential energy $\pm k/r$.

The belief to be examined is this: $\mathrm{O^{2-}}$ is an ordinary ion with a closed $2p^6$ shell, and its second affinity, though negative, is a definite property of the free ion. The belief is tempting. Oxides are described successfully with $\mathrm{O^{2-}}$ ions, a closed shell suggests stability, and a quantum-chemical calculation readily returns an energy for ten electrons around an oxygen nucleus. But returning an energy is not the same as finding a bound state.

\section{What the lowest energy can be}

Suppose $\mathrm{O^-}$ is in its bound ground state. Place one more electron in a smooth packet confined to the region between distances $L$ and $2L$ from the nucleus. Two energies are added.

First, the packet varies over a length proportional to $L$. Its gradient is therefore of order $1/L$, and its kinetic energy is $c_1\hbar^2/(mL^2)$, where $c_1$ is a positive number fixed by the packet's shape. Second, $\mathrm{O^-}$ has net charge $-e$, so to leading order the packet has repulsion energy $c_2k/L$, with $c_2$ between $1/2$ and $1$. Overlap with the bound ion becomes negligible at large $L$, and so do the corrections from antisymmetry. By the variational principle,
\begin{equation}
E(\mathrm{O^{2-}})\le E(\mathrm{O^-})
+\frac{c_1\hbar^2}{mL^2}+\frac{c_2k}{L}+\text{smaller terms}.
\end{equation}
Letting $L\to\infty$ gives
\begin{equation}
E(\mathrm{O^{2-}})\le E(\mathrm{O^-}),\qquad G\le 0,
\label{bound}
\end{equation}
where $E(\mathrm{O^{2-}})$ now means the greatest lower bound on the ten-electron energy, whether or not a bound state attains it.

There are thus two possibilities. If the dianion is bound, $G<0$. If it is not, $G=0$: the energy is approached by moving the electron ever farther away, and no normalizable state attains it. A positive $G$ cannot be the exact ground-state result. In the calculations below it belongs to a state that is kept from spreading without limit by its basis, its assumed configuration or some other restriction.

\section{The first electron is different}

Outside a neutral atom there is no net charge to repel an approaching electron. Whether the electron binds depends on shorter-ranged effects, including the correlated motion of the electrons.

For oxygen in the aug-cc-pVDZ basis, Hartree--Fock gives $A_1=-0.523$ eV, while frozen-core CCSD(T), a coupled-cluster treatment of correlation, gives $A_1=+1.187$ eV. Correlation changes the affinity by
\begin{equation}
1.187-(-0.523)=1.710\ \text{eV}
\end{equation}
and reverses the verdict. These digits are not converged in the basis: in aug-cc-pVTZ the Hartree--Fock and CCSD(T) values are $-0.565$ and $+1.331$ eV, and the correlation shift is $1.90$ eV. Hartree--Fock is therefore a poor judge of binding here, and the decisive comparison below uses CCSD(T).

The calculations for the second electron will add a wide $s$ function to the basis. Adding an $s$ Gaussian of exponent $0.01\ \text{bohr}^{-2}$ changes the CCSD(T) energy of $\mathrm{O^-}$ by only about $-0.001$ eV. This does not test how tightly the first electron is bound, because that electron is in a $p$ orbital, into which an $s$ function cannot mix by symmetry. It does show that the $\mathrm{O^-}$ energy in aug-cc-pVDZ can serve as the common reference when such functions are added for the second electron.

\section{A Gaussian that lets the electron leave}

Outside $\mathrm{O^-}$, the second electron feels the repulsion $+k/r$. This alone does not exclude binding, because attraction at short range might win. It does determine what happens if the electron is free to leave. Give it the normalized orbital
\begin{equation}
\phi(\mathbf r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-ar^2},
\end{equation}
where a smaller exponent $a$ means a wider orbital. The density $|\phi|^2\propto e^{-2a(x^2+y^2+z^2)}$ is a product of three normal distributions, each with variance $1/(4a)$. Hence
\begin{equation}
\langle r^2\rangle=\frac{3}{4a},\qquad
r_{\rm rms}=\sqrt{\frac{3}{4a}}.
\label{rms}
\end{equation}
Since $\nabla\phi=-2a\mathbf r\,\phi$, the kinetic energy is
\begin{equation}
\langle T\rangle=\frac{\hbar^2}{2m}\int|\nabla\phi|^2d^3r
=\frac{\hbar^2}{2m}\,4a^2\langle r^2\rangle
=\frac{3\hbar^2a}{2m}.
\end{equation}
For the repulsion we need
\begin{align}
\left\langle\frac1r\right\rangle
&=4\pi\left(\frac{2a}{\pi}\right)^{3/2}
\int_0^\infty r e^{-2ar^2}dr\\
&=4\pi\left(\frac{2a}{\pi}\right)^{3/2}\frac1{4a}
=2\sqrt{\frac{2a}{\pi}}.
\end{align}
The last step uses $(2a/\pi)^{3/2}=(2a/\pi)\sqrt{2a/\pi}$. If the orbital is so wide that $\mathrm{O^-}$ acts as a point charge, then
\begin{equation}
G(a)\simeq\frac{3\hbar^2a}{2m}+2k\sqrt{\frac{2a}{\pi}}.
\label{law}
\end{equation}
As $a\to0$, the kinetic term vanishes as $a$ and the repulsion as $\sqrt a$. The repulsion dominates, so $G$ tends to zero from above as $\sqrt a$.

Take $a=0.001\ \text{bohr}^{-2}$. In terms of the Bohr radius $a_0$, both $\hbar^2/(ma_0^2)$ and $k/a_0$ equal $27.211$ eV. The two terms are
\begin{align}
\langle T\rangle&=1.5(0.001)(27.211)=0.041\ \text{eV},\\
k\langle1/r\rangle&=2\sqrt{0.002/\pi}\,(27.211)=1.373\ \text{eV}.
\end{align}
Their sum is $1.414$ eV.

The CCSD(T) calculation adds one such function to aug-cc-pVDZ and treats ten electrons in the open-shell triplet $2p^5s$. The triplet is convenient because its extra electron has its own orbital. A singlet has the same distant limit, since the exchange energy that separates them vanishes with the overlap.

\begin{center}
\begin{tabular}{cccc}
$a$ (bohr$^{-2}$) & $G$ (eV) & Eq.~\eqref{law} (eV) & $r_{\rm rms}$ (\AA)\\
0.01 & 3.825 & 4.750 & 5.07\\
0.001 & 1.361 & 1.414 & 14.57\\
0.0001 & 0.436 & 0.438 & 45.84
\end{tabular}
\end{center}

Between the last two rows $a$ falls tenfold and $G$ falls by a factor $1.361/0.436=3.12$, close to $\sqrt{10}=3.16$. The radii in these rows also agree with Eq.~\eqref{rms}, which gives $14.49$ and $45.83$ \AA. The electron has left the ion, and the remaining $0.436$ eV is the price of holding it in a finite orbital.

In the first row the computed gap lies 19\% below the law. The law holds the orbital to a single Gaussian, whereas the calculation can mix that Gaussian with the tighter $s$ functions of the basis. The mixing moves the electron away from the ion: its rms radius is $5.07$ \AA, where Eq.~\eqref{rms} gives $4.58$ \AA. This would lower the energy even if $\mathrm{O^-}$ were exactly a point charge. Overlap with the ion, exchange and correlation also contribute, and the calculation does not separate their shares.

\section{The closed-shell calculation}

The more familiar calculation starts from $2p^6$. Its CCSD(T) gaps are $13.870$ eV in cc-pVDZ, $6.742$ eV in aug-cc-pVDZ, and $6.611$ eV after one wider function each of $s$, $p$ and $d$ type is added. The middle value corresponds to about $650$ kJ/mol. In aug-cc-pVTZ the gap is $6.37$ eV, or about $615$ kJ/mol, which is $0.37$ eV lower.

The first enlargement halves the gap, but the second lowers it by only $0.13$ eV. These numbers do not drift visibly to zero, and it would be wrong to say that every calculation with diffuse functions does. Nor does the small last change indicate a bound ion. The gap is positive, and the open-shell state already reaches $0.436$ eV. The closed-shell calculation is following a different, much higher state.

Hartree--Fock gives a further warning. The highest occupied orbital energy is positive in all three bases. In the last enlargement the rms radius, averaged over all ten electrons, grows from $0.970$ to $1.346$ \AA. The orbitals are still spreading, so the small last change in the correlated gap does not show that the gap has converged. In the widest basis the spherical Hartree--Fock solution is moreover a saddle point, unstable even among closed-shell determinants, and the single-excitation amplitudes are large ($T_1$ diagnostic about $0.3$), so the value $6.611$ eV is not reliable. In aug-cc-pVDZ the closed-shell solution is already unstable once the restriction to real, paired orbitals is lifted.

Restricted Hartree--Fock has another limitation: it puts electrons in pairs, and both members of a pair share one spatial orbital. It cannot send one electron away and leave its partner behind. When three diffuse $p$ functions, with exponents down to $0.001\ \text{bohr}^{-2}$, are added to aug-cc-pVDZ, its gap falls from $9.297$ to $3.724$ eV. The rms radius becomes $8.694$ \AA, and the occupied $p$ levels spread from $-12.356$ to $0.804$ eV. In a spherical $2p^6$ shell these levels would be equal.

The radius suggests what has happened. For a $p$ Gaussian, the radial integrals give
\begin{equation}
\langle r^2\rangle=
\frac{\int_0^\infty r^6e^{-2ar^2}dr}{\int_0^\infty r^4e^{-2ar^2}dr}
=\frac5{4a},
\end{equation}
because integration by parts lowers the power in the numerator by two and supplies the factor $5/(4a)$. At $a=0.001\ \text{bohr}^{-2}$ the rms distance is $35.4$ bohr, or $18.7$ \AA. If two of the ten electrons occupy this orbital and the others stay close to the nucleus, the average over all electrons is
\begin{equation}
r_{\rm rms}\simeq\sqrt{\frac{2}{10}}\,(18.7)=8.4\ \text{\AA},
\end{equation}
near the computed $8.7$ \AA. The natural reading is that a whole pair has left. The restricted equations have more than one solution in this basis: the iteration can also end on a higher, unstable one near $6.9$ eV, in which two $p$ orbitals spread to about $10$ \AA. The remaining $3.724$ eV is thus a value for one solution in this basis, whose stability was not examined. It is not a converged limit, and certainly not the affinity of a compact ion.

\section{What the evidence shows}

If a compact $2p^6$ arrangement lies about $6.7$ eV above $\mathrm{O^-}$, it can lower its energy by losing an electron. A point-charge estimate shows where the outside barrier ends. With $k=14.400$ eV\,\AA, the outside repulsion falls to the available energy at
\begin{equation}
r=\frac{k}{G}=\frac{14.400}{6.742}=2.1\ \text{\AA}.
\end{equation}
This leaves out the centrifugal energy of a departing $p$ electron, $\hbar^2/(mr^2)$. Including it moves the point out to about $2.6$ \AA. With the aug-cc-pVTZ gap the two distances become about $2.3$ and $2.7$ \AA. Farther out the electron is classically free to depart. At most, the compact arrangement could be a resonance, a temporary state that decays by losing an electron; its lifetime has not been calculated here.

This is strong numerical evidence against binding, but not a mathematical proof. CCSD(T) does not give a variational bound, the basis is of double-zeta size, and core correlation, higher excitations and relativity are omitted. To reverse the conclusion, however, these omissions would have to lower the compact dianion relative to $\mathrm{O^-}$ by more than $6$ eV. For comparison, the whole correlation contribution to the gap in aug-cc-pVDZ is $9.297-6.742=2.555$ eV. This gives a scale for the missing correlation. Going to aug-cc-pVTZ lowers the gap by $0.37$ eV and raises the correlation contribution to $2.84$ eV. The gap is not converged, but the shift is small against $6$ eV.

\section{How a Watson sphere changes the problem}

A Watson sphere is a uniformly charged shell, centred on the ion, which imitates the attractive potential of a surrounding crystal. Let its charge be $+2e$ and its radius $R$. An electron at distance $r$ from the centre needs the average inverse distance to the shell. With $u$ the cosine of the angle between the two position vectors,
\begin{align}
\left\langle\frac1{|\mathbf r-\mathbf s|}\right\rangle
&=\frac12\int_{-1}^{1}\frac{du}{\sqrt{r^2+R^2-2rRu}}\\
&=\frac{(r+R)-|r-R|}{2rR}
=\frac1{\max(r,R)}.
\end{align}
Multiplication by $-2k$ gives the electron's potential energy,
\begin{equation}
U(r)=
\begin{cases}
-2k/R,&r<R,\\
-2k/r,&r>R.
\end{cases}
\end{equation}
Inside, the potential is constant and exerts no force. It still matters, because an electron removed to infinity loses the energy $-2k/R$. A constant extending over all space would lower the bound and removed electron equally and stabilize nothing.

The binding energy of the last electron in the sphere is
\begin{equation}
I(R)=E(\mathrm{O^-};R)-E(\mathrm{O^{2-}};R).
\end{equation}
If both ions lay wholly inside and kept their shapes, the sphere would lower nine electrons by $18k/R$ and ten electrons by $20k/R$. Therefore
\begin{equation}
I(R)\simeq-\frac{18k}{R}+\frac{20k}{R}-G=\frac{2k}{R}-G.
\label{cage}
\end{equation}
At the chosen radius $R=1.4$ \AA, this estimate is $20.571-6.742=13.8$ eV. The CCSD(T) calculation in the sphere gives $9.605$ eV in aug-cc-pVDZ. Its convergence with the basis was not tested, and since the free gap moves by about $0.4$ eV in aug-cc-pVTZ, the decimals should not be trusted. The ion is bound, but less strongly than estimated.

The main omission is the density outside the shell. There $U$ lies above its inner value by $2k(1/R-1/r)$, which costs the more extended $\mathrm{O^{2-}}$ more than $\mathrm{O^-}$. A larger sphere should reduce the error, and Hartree--Fock shows this:
\begin{align}
R=1.4\ \text{\AA}:&\quad 20.571-9.297=11.3,\quad I=7.8\ \text{eV},\\
R=2.0\ \text{\AA}:&\quad 14.400-9.297=5.1,\quad I=4.1\ \text{eV}.
\end{align}
The discrepancy falls from $3.5$ to $1.0$ eV. The change in $I$ also shows that the binding energy depends on the chosen sphere. It is not a constant of the oxygen atom.

A direct test of stabilization is to offer the caged ion the same diffuse $p$ functions that altered the free one. For the solution described above they change the free restricted Hartree--Fock gap by $5.573$ eV, but change the binding energy at $R=1.4$ \AA\ by only $0.012$ eV. The caged electrons have an opportunity to spread and do not use it. Their highest occupied level is $-10.8$ eV, where the free ion's was positive.

\section{When the sphere is too large}

Binding in a sphere does not guarantee a compact oxide ion. Treat $\mathrm{O^-}$ as a point charge. Its repulsion and the shell's attraction give the extra electron the potential energy
\begin{equation}
V(r)=
\begin{cases}
k(1/r-2/R),&r<R,\\
-k/r,&r>R.
\end{cases}
\end{equation}
The outer part is attractive because ion and shell together have charge $+e$. A packet outside the shell, spread over a large distance $L$, has positive kinetic energy of order $\hbar^2/(mL^2)$ and negative potential energy of order $-k/L$. At sufficiently large $L$ the negative term wins. This model therefore has a bound state for every finite $R$.

Its location is another matter. At $R=10$ \AA\ the potential is lowest at the shell, where $V=-14.400/10=-1.44$ eV. The computed ground state has energy $-1.012$ eV and mean distance $11.55$ \AA. The probability of finding the electron within $2$ \AA\ of the nucleus is about $5\times10^{-6}$. This is an electron held near the shell, with $\mathrm{O^-}$ at the centre.

For the compact ion, Eq.~\eqref{cage} gives $2.880-6.742=-3.9$ eV at the same radius, so that arrangement is not bound. Setting $I=0$ in the estimate gives
\begin{equation}
R=\frac{2k}{G}=\frac{28.8}{6.742}=4.3\ \text{\AA}.
\end{equation}
The aug-cc-pVTZ gap gives $4.5$ \AA. This is a rough radius, estimated rather than computed directly, beyond which the compact ion is no longer stable even against complete loss of an electron. Competition from the state near the shell can begin at smaller $R$.

\section{What a negative second affinity describes}

The sphere is a model, not the physical agent in an oxide. In a crystal the stabilizing potential comes from the surrounding ions, whose electrons also restrict the space available to the oxide ion.

A second affinity can nevertheless be assigned through an energy cycle. For a metal oxide $\mathrm{MO}$, let $S$ be the energy to atomize the metal, $I_1$ and $I_2$ its first two ionization energies, $D$ the dissociation energy of $\mathrm{O_2}$, and $U_L$ the positive energy assigned to separating the lattice into $\mathrm{M^{2+}}$ and $\mathrm{O^{2-}}$. The formation energy is
\begin{equation}
\Delta E=S+I_1+I_2+\frac D2-A_1+G-U_L,
\end{equation}
and hence
\begin{equation}
G=\Delta E-S-I_1-I_2-\frac D2+A_1+U_L.
\end{equation}
The last term refers to separated oxide ions, which have no stable free state. It must come from a model of the lattice, and the assigned $G$ inherits that model. Such a number is useful for bookkeeping when the same convention is kept throughout the cycle. It describes a localized ion imagined outside its crystal. If a free electron may choose its own state, it leaves $\mathrm{O^-}$, and the cost of adding it tends to zero. The results of the quantum-chemical calculations are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Energies: frozen-core CCSD(T) unless marked HF
First affinity of O, HF, aug-cc-pVDZ: -0.523 eV
First affinity of O, CCSD(T), aug-cc-pVDZ: 1.187 eV
Added s exponent: 0.0100 bohr^-2
  gap G, computed: 3.825 eV; Gaussian law: 4.750 eV
  outer-electron rms radius: 5.07 angstrom; law: 4.58 angstrom
  change of E(O-) from this function: -0.001 eV
Added s exponent: 0.0010 bohr^-2
  gap G, computed: 1.361 eV; Gaussian law: 1.414 eV
  outer-electron rms radius: 14.57 angstrom; law: 14.49 angstrom
Added s exponent: 0.0001 bohr^-2
  gap G, computed: 0.436 eV; Gaussian law: 0.438 eV
  outer-electron rms radius: 45.84 angstrom; law: 45.83 angstrom
Free closed-shell O2-, cc-pVDZ:
  gap 13.870 eV; HF gap 14.703 eV
  HF 2p level 12.810 eV; HF rms radius 0.731 angstrom
Free closed-shell O2-, aug-cc-pVDZ:
  gap 6.742 eV; HF gap 9.297 eV
  HF 2p level 5.582 eV; HF rms radius 0.970 angstrom
Free closed-shell O2-, aug-cc-pVDZ plus wider s,p,d:
  gap 6.611 eV; HF gap 8.402 eV
  HF 2p level 3.310 eV; HF rms radius 1.346 angstrom
Free closed-shell gap, aug-cc-pVDZ: 650.5 kJ/mol
Free ion, added p exponents 0.016, 0.004, 0.001 bohr^-2:
  restricted HF gap 3.724 eV; rms radius 8.694 angstrom
  occupied p levels -12.356 to 0.804 eV
Watson sphere R = 1.4 angstrom, aug-cc-pVDZ:
  inner potential energy -20.571 eV; HF binding I 7.808 eV
  HF 2p level -10.832 eV; HF rms radius 0.838 angstrom
  CCSD(T) binding I 9.605 eV
Watson sphere R = 1.4 angstrom, same added p functions:
  inner potential energy -20.571 eV; HF binding I 7.820 eV
  HF 2p level -10.820 eV; HF rms radius 0.837 angstrom
Watson sphere R = 2.0 angstrom, aug-cc-pVDZ:
  inner potential energy -14.400 eV; HF binding I 4.075 eV
  HF 2p level -7.577 eV; HF rms radius 0.927 angstrom
HF change from added p functions, free ion: 5.573 eV
HF change from them, R = 1.4 angstrom: 0.0115 eV
One-electron model, sphere radius 10.0 angstrom:
  energy -1.012 eV; mean distance 11.55 angstrom
  probability within 2 angstrom of nucleus: 5.36e-06
\end{verbatim}
